# Why a periodic magnet's dipolar field depends on summation order: verification in Python

```python
# Result under test: the dipolar field in a periodic magnet, summed over a growing
# region of fixed shape, tends to H = (Lambda - N) M. Lambda depends on the lattice
# only; N is the demagnetizing factor of the region (sphere 1/3, slab 1 along its
# normal). The cell-averaged (macroscopic) field is -N M.
# Symbols: M magnetization, c height of a tetragonal cell with a = b = 1,
# h half-height and R radius of a cylinder. Lattice-test fields are in units of M.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc, j1

c = 1.3
PI = np.pi


def lattice_sites(reach_xy, reach_z):
    n = int(np.ceil(reach_xy))
    m = int(np.ceil(reach_z / c))
    ix = np.arange(-n, n + 1) * 1.0
    iz = np.arange(-m, m + 1) * c
    grid = np.meshgrid(ix, ix, iz, indexing="ij")
    return np.stack([q.ravel() for q in grid])


def sphere_sites(radius):
    s = lattice_sites(radius, radius)
    return s[:, (s ** 2).sum(axis=0) < radius ** 2]


def cylinder_sites(radius, half_height):
    s = lattice_sites(radius, half_height)
    inside = (s[0] ** 2 + s[1] ** 2 < radius ** 2) & (abs(s[2]) < half_height)
    return s[:, inside]


def dipole_terms(sites, point=(0.0, 0.0, 0.0)):
    """z-field at point from each z-moment, in units of M; own site gives 0."""
    d = np.array(point)[:, None] - sites
    r2 = (d ** 2).sum(axis=0)
    r2[r2 < 1e-12] = np.inf
    return c * (3 * d[2] ** 2 / r2 ** 2.5 - 1 / r2 ** 1.5) / (4 * PI)


def layer_field(ax, ay, height, sx=0.0, sy=0.0, axis="z", cut=150.0):
    """Field per unit moment of an infinite plane of dipoles: explicit sum inside
    a circle plus the continuum integral outside it."""
    x = np.arange(-int(cut / ax) - 2, int(cut / ax) + 3) * ax + sx
    y = np.arange(-int(cut / ay) - 2, int(cut / ay) + 3) * ay + sy
    X, Y = np.meshgrid(x, y, indexing="ij")
    keep = X ** 2 + Y ** 2 < cut ** 2
    X, Y = X[keep], Y[keep]
    r2 = X ** 2 + Y ** 2 + height ** 2
    r2[r2 < 1e-12] = np.inf
    along2 = height ** 2 if axis == "z" else X ** 2
    inner = np.sum(3 * along2 / r2 ** 2.5 - 1 / r2 ** 1.5) / (4 * PI)
    tail = -cut ** 2 / (cut ** 2 + height ** 2) ** 1.5 / (2 * ax * ay)
    return inner + (tail if axis == "z" else -tail / 2)


def slab_field(point=(0.0, 0.0, 0.0), staggered=False):
    total = 0.0
    for n in range(-6, 7):
        sign = (-1) ** n if staggered else 1
        total += sign * layer_field(1, 1, n * c - point[2], -point[0], -point[1])
    return c * total


def ewald_field(k=(0.0, 0.0, 0.0), alpha=2.5):
    """Ewald zz lattice sum with phase factor k; at k = 0 the zero mode is dropped."""
    k = np.array(k)
    s = lattice_sites(5, 5 * c)
    r2 = (s ** 2).sum(axis=0)
    s, r2 = s[:, r2 > 1e-12], r2[r2 > 1e-12]
    r = np.sqrt(r2)
    gauss = 2 * alpha / np.sqrt(PI) * np.exp(-alpha ** 2 * r2)
    b = erfc(alpha * r) / r ** 3 + gauss / r2
    d = 3 * erfc(alpha * r) / r ** 5 + gauss * (2 * alpha ** 2 + 3 / r2) / r2
    real = np.sum((s[2] ** 2 * d - b) * np.cos(k @ s)) / (4 * PI)
    i = np.arange(-9, 10) * 2 * PI
    q = np.stack([g.ravel() for g in np.meshgrid(i, i, i / c, indexing="ij")])
    q = q + k[:, None]
    q2 = (q ** 2).sum(axis=0)
    q, q2 = q[:, q2 > 1e-20], q2[q2 > 1e-20]
    recip = -np.sum(q[2] ** 2 / q2 * np.exp(-q2 / (4 * alpha ** 2))) / c
    return c * (real + recip + alpha ** 3 / (3 * PI ** 1.5))


def cell_average(sites):
    """Mean H_z over the central cell from the potential on its top face; the
    bottom face has the opposite potential because the site set is symmetric."""
    nodes, weights = np.polynomial.legendre.leggauss(8)
    mean_phi = 0.0
    for x, wx in zip(nodes / 2, weights / 2):
        for y, wy in zip(nodes / 2, weights / 2):
            dz = c / 2 - sites[2]
            r2 = (x - sites[0]) ** 2 + (y - sites[1]) ** 2 + dz ** 2
            mean_phi += wx * wy * np.sum(c * dz / r2 ** 1.5) / (4 * PI)
    return -2 * mean_phi / c


def cylinder_factor(radius, half_height):
    return 1 - half_height / np.hypot(radius, half_height)


print("LATTICE TESTS, tetragonal c/a =", c, "(fields in units of M)")
lam = ewald_field()
assert abs(lam - ewald_field(alpha=2.0)) < 1e-8
big = sphere_sites(40.0)
h_sphere = dipole_terms(big).sum()
h_slab = slab_field()
print(f"Lambda_zz from Ewald sum: {lam:.5f}")
print(f"site field, sphere R = 40 a: {h_sphere:.4f}")
print(f"site field, infinite slab: {h_slab:.5f}")
print(f"slab minus sphere: {h_slab - h_sphere:.4f}")
# The sharp sphere leaves surface roughness of relative order (a/R)^2.
assert abs(h_sphere - (lam - 1 / 3)) < 4e-3
assert abs(h_slab - (lam - 1)) < 2e-5

growth = abs(dipole_terms(big)).sum() - abs(dipole_terms(sphere_sites(20.0))).sum()
growth_law = 4 / (3 * np.sqrt(3)) * np.log(2)
print(f"absolute sum, gain R = 20 to 40 a: {growth:.4f} (law {growth_law:.4f})")
assert abs(growth - growth_law) < 1e-2

spot = (0.3, 0.2, 0.4 * c)
gap_spot = slab_field(spot) - dipole_terms(big, spot).sum()
print(f"slab minus sphere, interstitial point: {gap_spot:.4f}")
assert abs(gap_spot + 2 / 3) < 6e-3

for n, ratio in ((40, 0.25), (20, 1.0), (8, 4.0)):
    half = (n + 0.5) * c
    found = lam - dipole_terms(cylinder_sites(ratio * half, half)).sum()
    law = cylinder_factor(ratio, 1.0)
    print(f"cylinder R/h = {ratio}: N from sum {found:.4f}, poles {law:.4f}")
    assert abs(found - law) < 1e-2  # lattice roughness of the curved edge

for n in (8, 16):
    half = (n + 0.5) * c
    s = cylinder_sites(4 * half, half)
    outside = (s ** 2).sum(axis=0) >= half ** 2
    far = dipole_terms(s[:, outside]).sum()
    print(f"cylinder R/h = 4 less inner sphere, h = {half:.2f} a: {far:.4f}")
    assert abs(far + cylinder_factor(4.0, 1.0) - 1 / 3) < 2e-2
print(f"same region, continuum value: {1 / 3 - cylinder_factor(4.0, 1.0):.4f}")

avg_sphere = cell_average(sphere_sites(30.0))
flat_half = 4.5 * c
avg_flat = cell_average(cylinder_sites(60.0, flat_half))
flat_law = -cylinder_factor(60.0, flat_half)
print(f"cell-averaged field, sphere: {avg_sphere:.4f}")
print(f"cell-averaged field, flat cylinder: {avg_flat:.4f} (poles {flat_law:.4f})")
assert abs(avg_sphere + 1 / 3) < 6e-3
assert abs(avg_flat - flat_law) < 6e-3

k_normal = ewald_field((0, 0, 1e-4))
k_side = ewald_field((1e-4, 0, 0))
side_slab = c * sum(layer_field(c, 1, n, axis="x") for n in range(-7, 8))
print(f"k to 0 along M: {k_normal:.5f}; k to 0 across M: {k_side:.5f}")
print(f"slab with M in its plane, direct sum: {side_slab:.5f}")
assert abs(k_normal - h_slab) < 2e-5 and abs(k_side - side_slab) < 2e-5
direction_mean = quad(lambda u: -u ** 2 / 2, -1, 1)[0]
assert abs(direction_mean - avg_sphere) < 6e-3

signs = (-1.0) ** np.rint(big[2] / c)
af_sphere = np.sum(signs * dipole_terms(big))
af_slab = slab_field(staggered=True)
print(f"antiferromagnet: sphere {af_sphere:.4f}, slab {af_slab:.4f}")
assert abs(af_sphere - af_slab) < 4e-3

# Worked example: perpendicular free layer of a magnetic memory cell, rough values.
mu0, kB = const.mu_0, const.k
muB = const.physical_constants["Bohr magneton"][0]
Ms, a, layers = 1.0e6, 0.29e-9, 11
radius, Ks, A_ex, T = 20e-9, 1.3e-3, 15e-12, 350.0
thick = layers * a / 2
volume = PI * radius ** 2 * thick
Ku = Ks / thick
print("EXAMPLE: perpendicular memory layer, rough parameters")
print(f"M = {Ms / 1e3:.0f} kA/m, mu0 M = {mu0 * Ms * 1e3:.0f} mT")
print(f"a = {a * 1e9:.2f} nm, {layers} layers, thickness {thick * 1e9:.3f} nm")
print(f"moment per atom: {Ms * a ** 3 / 2 / muB:.2f} Bohr magnetons")
print(f"diameter {2e9 * radius:.0f} nm, T = {T:.0f} K, exchange {A_ex * 1e12:.0f} pJ/m")
print(f"interface anisotropy {Ks * 1e3:.1f} mJ/m2, Ku = {Ku / 1e3:.0f} kJ/m3")
print(f"anisotropy field 2Ku/M: {2 * Ku / Ms * 1e3:.0f} mT")


def switching_and_barrier(Nz):
    """Coherent rotation, computed numerically from the energy density."""
    Nx = (1 - Nz) / 2

    def energy(theta, B):
        shape = Nz * np.cos(theta) ** 2 + Nx * np.sin(theta) ** 2
        return (Ku * np.sin(theta) ** 2 + 0.5 * mu0 * Ms ** 2 * shape
                + Ms * B * np.cos(theta))

    def curvature(B):
        e = 1e-3
        return (energy(e, B) - 2 * energy(0, B) + energy(-e, B)) / e ** 2

    B_sw = brentq(curvature, 0, 5)
    path = energy(np.linspace(0, PI, 2001), 0.0)
    barrier = (path.max() - path[0]) * volume
    law = 2 * Ku / Ms - mu0 * Ms * (Nz - Nx)
    assert abs(B_sw - law) < 1e-4
    assert abs(barrier / (0.5 * Ms * law * volume) - 1) < 1e-6
    return B_sw, barrier


results = {}
for name, Nz in (("sphere", 1 / 3), ("slab", 1.0)):
    B_sw, barrier = switching_and_barrier(Nz)
    results[name] = (B_sw, barrier)
    print(f"{name}: macroscopic H = {-Nz * Ms / 1e3:.0f} kA/m, "
          f"mu0 H = {-Nz * mu0 * Ms * 1e3:.0f} mT")
    print(f"{name}: bcc site field = {(1 / 3 - Nz) * Ms / 1e3:.0f} kA/m")
    print(f"{name}: switching {B_sw * 1e3:.0f} mT, barrier {barrier / (kB * T):.0f} kT")

print("NEGLECTED EFFECTS")
# Finite diameter: mean factor of a uniformly magnetized disc, two roads.
tau = thick / radius
overlap = lambda s: 4 / PI * (np.arccos(s / 2) - s / 2 * np.sqrt(1 - s ** 2 / 4))
N_disc = quad(lambda s: overlap(s) * (1 - s / np.hypot(s, tau)), 0, 2,
              points=[tau], limit=200)[0] / (2 * tau)
x = np.linspace(1e-6, 4000, 800001)
N_bessel = trapezoid(2 * j1(x) ** 2 / x * (-np.expm1(-tau * x)) / (tau * x), x)
assert abs(N_disc - N_bessel) < 1e-5
B_disc, barrier_disc = switching_and_barrier(N_disc)
print(f"finite disc: mean Nz = {N_disc:.4f}")
print(f"finite disc: switching {B_disc * 1e3:.0f} mT, "
      f"barrier {barrier_disc / (kB * T):.0f} kT")

# Surface atomic layers of the bcc(001) film; lengths in a, so M = 2 moments.
coupling = [layer_field(1, 1, n / 2, 0.5 * (n % 2), 0.5 * (n % 2)) / 2
            for n in range(layers)]
ripple = 0.0
for p in range(-8, 9):
    for q in range(-8, 9):
        G = 2 * PI * np.hypot(p, q)
        ripple += (-1) ** (p + q) * G / 2 * np.exp(-G / 2) / 2
assert abs(coupling[1] - ripple) < 1e-5
site = np.array([sum(coupling[abs(i - j)] for j in range(layers))
                 for i in range(layers)])
assert abs(site[layers // 2] + 2 / 3) < 1e-4
N_film = -1.5 * site.mean()
print(f"bcc film site field / M: surface {site[0]:.4f}, middle {site[layers // 2]:.4f}")
print(f"bcc film shape factor Nz - Nx: {N_film:.4f}")
print(f"surface layers raise switching by {(1 - N_film) * mu0 * Ms * 1e3:.0f} mT")

# Thermal loss of M: spin waves with standing modes across the film, g = 2.
stiff = 4 * muB * A_ex / Ms
gap = 2 * muB * results["slab"][0]
levels = (gap + stiff * (np.arange(30) * PI / thick) ** 2) / (kB * T)
logs = -np.log(-np.expm1(-levels))
edges = [0, 1e-3, 1e-2, 0.1, 1, 60]
bose = sum(quad(lambda u: 1 / np.expm1(u + levels[0]), lo, hi)[0]
           for lo, hi in zip(edges[:-1], edges[1:]))
assert abs(bose / logs[0] - 1) < 1e-5
loss = 2 * muB / (Ms * thick) * kB * T / (4 * PI * stiff) * logs.sum()
print(f"thermal loss of M: {100 * loss:.1f} %, {loss * mu0 * Ms * 1e3:.0f} mT in mu0 M")

# Stray field on the axis from an identical layer across a spacer.
spacer = 1e-9
z1 = (spacer + thick / 2) / radius
z2 = z1 + tau
stray = 0.5 * (z2 / np.hypot(1, z2) - z1 / np.hypot(1, z1))
stray_sum = dblquad(lambda p, z: p * (2 * z * z - p * p) / (2 * (p * p + z * z) ** 2.5),
                    z1, z2, 0, 1)[0]
assert abs(stray - stray_sum) < 1e-6
print(f"stray field of layer {spacer * 1e9:.0f} nm away: {stray * mu0 * Ms * 1e3:.0f} mT")

# Reversal by a straight wall across the diameter: minimize over the wall width.
for name, B_eff in (("slab", results["slab"][0]), ("finite disc", B_disc)):
    K_eff = 0.5 * Ms * B_eff
    length = np.sqrt(A_ex / K_eff)

    def wall_energy(w):
        u = np.linspace(-20, 20, 4001)
        theta = 2 * np.arctan(np.exp(u))
        slope = np.gradient(theta, u) / (w * length)
        density = A_ex * slope ** 2 + K_eff * np.sin(theta) ** 2
        return trapezoid(density, u) * w * length

    best = minimize_scalar(wall_energy, bounds=(0.3, 3), method="bounded")
    assert abs(best.fun / (4 * np.sqrt(A_ex * K_eff)) - 1) < 1e-3
    wall_barrier = best.fun * 2 * radius * thick / (kB * T)
    print(f"wall barrier, {name}: {wall_barrier:.0f} kT, "
          f"wall length {length * 1e9:.1f} nm")

print("done: every assertion held")
```

It prints:

```
LATTICE TESTS, tetragonal c/a = 1.3 (fields in units of M)
Lambda_zz from Ewald sum: 0.07518
site field, sphere R = 40 a: -0.2581
site field, infinite slab: -0.92481
slab minus sphere: -0.6667
absolute sum, gain R = 20 to 40 a: 0.5339 (law 0.5336)
slab minus sphere, interstitial point: -0.6667
cylinder R/h = 0.25: N from sum 0.0303, poles 0.0299
cylinder R/h = 1.0: N from sum 0.2930, poles 0.2929
cylinder R/h = 4.0: N from sum 0.7575, poles 0.7575
cylinder R/h = 4 less inner sphere, h = 11.05 a: -0.4264
cylinder R/h = 4 less inner sphere, h = 21.45 a: -0.4239
same region, continuum value: -0.4241
cell-averaged field, sphere: -0.3333
cell-averaged field, flat cylinder: -0.9028 (poles -0.9030)
k to 0 along M: -0.92482; k to 0 across M: 0.07518
slab with M in its plane, direct sum: 0.07520
antiferromagnet: sphere -0.9440, slab -0.9442
EXAMPLE: perpendicular memory layer, rough parameters
M = 1000 kA/m, mu0 M = 1257 mT
a = 0.29 nm, 11 layers, thickness 1.595 nm
moment per atom: 1.31 Bohr magnetons
diameter 40 nm, T = 350 K, exchange 15 pJ/m
interface anisotropy 1.3 mJ/m2, Ku = 815 kJ/m3
anisotropy field 2Ku/M: 1630 mT
sphere: macroscopic H = -333 kA/m, mu0 H = -419 mT
sphere: bcc site field = 0 kA/m
sphere: switching 1630 mT, barrier 338 kT
slab: macroscopic H = -1000 kA/m, mu0 H = -1257 mT
slab: bcc site field = -667 kA/m
slab: switching 373 mT, barrier 77 kT
NEGLECTED EFFECTS
finite disc: mean Nz = 0.8957
finite disc: switching 570 mT, barrier 118 kT
bcc film site field / M: surface -0.5130, middle -0.6667
bcc film shape factor Nz - Nx: 0.9614
surface layers raise switching by 49 mT
thermal loss of M: 6.2 %, 78 mT in mu0 M
stray field of layer 1 nm away: 49 mT
wall barrier, slab: 88 kT, wall length 9.0 nm
wall barrier, finite disc: 109 kT, wall length 7.3 nm
done: every assertion held
```
